# A failing check and its repair

Subject: Sign of the gradient-expanded correlation energy in helium and neon.

```python
# Result under test: LDA correlation plus the Ma-Brueckner gradient term,
#   E = int n eps_c(rs) d3r + C int |grad n|^2 / n^(4/3) d3r,
# is positive on the Hartree-Fock densities of He and Ne, while the true
# correlation energy is negative. Hartree atomic units throughout.
# n: density, rs: Wigner-Seitz radius, C: Ma-Brueckner coefficient,
# t: reduced gradient |grad n|/(2 ks n), ks = sqrt(4 kF/pi),
# beta: coefficient of t^2 in the gradient energy per electron.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from pyscf import gto, scf, cc, dft
from pyscf.dft import numint, libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
C_MB = 0.004235
BETA = C_MB * 16 / np.pi * (3 * np.pi**2) ** (1 / 3)

# Logarithmic radial grid with trapezoidal weights for integrals over r
x = np.linspace(np.log(1e-6), np.log(15.0), 1500)
r = np.exp(x)
w = r * (x[1] - x[0])
w[0] *= 0.5
w[-1] *= 0.5
shell = 4 * np.pi * r**2 * w


def wigner_seitz(n):
    return (3 / (4 * np.pi * n)) ** (1 / 3)


def eps_pw92(n):
    """Perdew-Wang 1992 correlation energy per electron, unpolarized."""
    rs = wigner_seitz(n)
    a, a1 = 0.031091, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    q = 2 * a * (b1 * rs**0.5 + b2 * rs + b3 * rs**1.5 + b4 * rs**2)
    return -2 * a * (1 + a1 * rs) * np.log1p(1 / q)


def c_p86(n):
    """Density-dependent gradient coefficient used in the P86 functional."""
    rs = wigner_seitz(n)
    top = 0.002568 + 0.023266 * rs + 7.389e-6 * rs**2
    return 0.001667 + top / (1 + 8.723 * rs + 0.472 * rs**2 + 0.07389 * rs**3)


def reduced_gradient(n, dn):
    kf = (3 * np.pi**2 * n) ** (1 / 3)
    return np.abs(dn) / (2 * np.sqrt(4 * kf / np.pi) * n)


def gradient_integral(n, dn):
    return np.sum(shell * dn**2 / n ** (4 / 3))


def even_tempered(l, start, ratio, count):
    return [[l, [start * ratio**k, 1.0]] for k in range(count)]


def hartree_fock(symbol, shells):
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: shells}, verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mol, mf


def density(mol, dm, points):
    ao = numint.eval_ao(mol, points, deriv=1)
    return numint.eval_rho(mol, ao, dm, xctype="GGA")


def coupled_cluster(symbol, lmax):
    """All-electron CCSD (two electrons) or CCSD(T) correlation energy."""
    table = [(0.15, 2.8, 10), (0.12, 2.6, 8), (0.5, 2.6, 6), (0.9, 2.8, 4)]
    shells = []
    for l in range(lmax + 1):
        shells += even_tempered(l, *table[l])
    mol, mf = hartree_fock(symbol, shells)
    solver = cc.CCSD(mf)
    solver.incore_complete = True
    solver.conv_tol = 1e-7
    solver.kernel()
    assert solver.converged
    energy = solver.e_corr
    if mol.nelectron > 2:
        energy += solver.ccsd_t()
    return energy


def slater_helium():
    """He Hartree-Fock in functions r^k exp(-zeta r), solved on the grid."""
    zeta, powers = 1.7, np.arange(7)
    decay = np.exp(-zeta * r)
    phi = np.array([r**k * decay for k in powers])
    dphi = np.array([(k * r ** (k - 1.0) - zeta * r**k) * decay
                     for k in powers])
    norm = np.sqrt(np.sum(phi**2 * r**2 * w, axis=1))[:, None]
    phi, dphi = phi / norm, dphi / norm
    u, du = r * phi, phi + r * dphi
    overlap = (u * w) @ u.T
    core = 0.5 * (du * w) @ du.T - 2 * (u * w / r) @ u.T
    kernel = 1 / np.maximum.outer(r, r)
    potential = np.zeros_like(r)
    old = 0.0
    for _ in range(100):
        vec = eigh(core + (u * w * potential) @ u.T, overlap)[1][:, 0]
        orbital = vec @ u
        potential = kernel @ (w * orbital**2)
        energy = 2 * vec @ core @ vec + np.sum(w * orbital**2 * potential)
        if abs(energy - old) < 1e-11:
            break
        old = energy
    else:
        raise AssertionError("Slater Hartree-Fock did not converge")
    f, df = vec @ phi, vec @ dphi
    return energy, 2 * f**2 / (4 * np.pi), 4 * f * df / (4 * np.pi)


# Uniform-gas energy and small-gradient slopes against libxc
n_test = 3 / (4 * np.pi * np.array([0.3, 1.0, 3.0]) ** 3)
lib_lda = libxc.eval_xc(",LDA_C_PW", n_test, spin=0, deriv=0)[0]
assert np.allclose(eps_pw92(n_test), lib_lda, rtol=1e-4)
tau = 1e-3
flat = np.zeros((4, 3))
flat[0] = n_test
sloped = flat.copy()
sloped[1] = tau * n_test ** (7 / 6)


def libxc_slope(name):
    high = libxc.eval_xc(name, sloped, spin=0, deriv=0)[0]
    low = libxc.eval_xc(name, flat, spin=0, deriv=0)[0]
    return (high - low) / tau**2


slope_pbe = libxc_slope(",GGA_C_PBE")
slope_p86 = libxc_slope(",GGA_C_P86")
assert np.allclose(slope_pbe, C_MB, rtol=2e-3)
assert np.allclose(slope_p86, c_p86(n_test), rtol=2e-3)

print(f"Ma-Brueckner coefficient C = {C_MB:.6f} hartree")
print(f"beta = {BETA:.6f} hartree")
print(f"small-t slope of PBE at rs=1, as C = {slope_pbe[1]:.6f} hartree")
print(f"P86 coefficient at rs=1 = {c_p86(n_test)[1]:.6f} hartree")

# Exponential model of He: closed form against quadrature
zeta = 27 / 16
n_model = 2 * zeta**3 / np.pi * np.exp(-2 * zeta * r)
i_closed = 13.5 * np.pi ** (1 / 3) * 2 ** (2 / 3) * zeta
i_quad = gradient_integral(n_model, -2 * zeta * n_model)
assert abs(i_quad / i_closed - 1) < 1e-5
n_peak = 2 * zeta**3 / np.pi
assert np.all(np.diff(eps_pw92(n_model)) > 0)
bound = 2 * abs(eps_pw92(n_peak))
lda_model = np.sum(shell * n_model * eps_pw92(n_model))
assert abs(lda_model) < bound < C_MB * i_closed
print(f"model He: zeta = {zeta:.4f} bohr^-1")
print(f"model He: gradient integral, closed form = {i_closed:.4f}")
print(f"model He: gradient integral, quadrature = {i_quad:.4f}")
print(f"model He: gradient term = {C_MB * i_closed:.4f} hartree")
print(f"model He: rs at nucleus = {wigner_seitz(n_peak):.4f} bohr")
print(f"model He: bound on |LDA| = {bound:.4f} hartree")
print(f"model He: LDA term = {lda_model:.4f} hartree")
print(f"model He: sum = {lda_model + C_MB * i_closed:.4f} hartree")

expected = {"He": (-0.042, 0.001), "Ne": (-0.39, 0.015)}
axis = np.zeros((r.size, 3))
axis[:, 2] = r
for atom in ("He", "Ne"):
    basis = even_tempered(0, 0.1, 2.2, 18) + even_tempered(1, 0.08, 2.2, 12)
    mol, mf = hartree_fock(atom, basis)
    dm = mf.make_rdm1()
    rho = density(mol, dm, axis)
    n, dn = rho[0], rho[3]
    electrons = mol.nelectron
    assert abs(np.sum(shell * n) - electrons) < 1e-4

    integral = gradient_integral(n, dn)
    grid = dft.gen_grid.Grids(mol)
    grid.level = 5
    grid.build()
    rho3 = density(mol, dm, grid.coords)
    keep = rho3[0] > 1e-12
    g2 = np.sum(rho3[1:4, keep] ** 2, axis=0)
    i_3d = np.sum(grid.weights[keep] * g2 / rho3[0, keep] ** (4 / 3))
    assert abs(i_3d / integral - 1) < 2e-3

    lda = np.sum(shell * n * eps_pw92(n))
    gradient = C_MB * integral
    total = lda + gradient
    variable = lda + np.sum(shell * c_p86(n) * dn**2 / n ** (4 / 3))
    t = reduced_gradient(n, dn)
    mean_t2 = np.sum(shell * n * t**2) / electrons
    assert abs(BETA * electrons * mean_t2 / gradient - 1) < 1e-8
    small_t = np.sum((shell * n)[t < 1]) / electrons
    positive = BETA * t**2 + eps_pw92(n) > 0
    share = np.sum((shell * n)[positive]) / electrons
    pbe_eps = libxc.eval_xc(",GGA_C_PBE", rho, spin=0, deriv=0)[0]
    pbe = np.sum(shell * n * pbe_eps)

    e_d, e_f = coupled_cluster(atom, 2), coupled_cluster(atom, 3)
    reference = (4**3 * e_f - 3**3 * e_d) / (4**3 - 3**3)
    value, tolerance = expected[atom]
    assert abs(reference - value) < tolerance
    assert total > 0 and variable > 0
    assert lda < reference < 0 and pbe < 0
    assert abs(pbe - reference) < abs(total - reference)

    print(f"{atom}: Hartree-Fock energy = {mf.e_tot:.5f} hartree")
    print(f"{atom}: LDA correlation = {lda:.4f} hartree")
    print(f"{atom}: gradient integral, radial = {integral:.3f}")
    print(f"{atom}: gradient integral, 3D grid = {i_3d:.3f}")
    print(f"{atom}: gradient term = {gradient:.4f} hartree")
    print(f"{atom}: LDA + Ma-Brueckner = {total:+.4f} hartree"
          f" = {total * HARTREE_EV:+.2f} eV")
    print(f"{atom}: sum with P86 C(rs) = {variable:+.4f} hartree")
    print(f"{atom}: PBE correlation = {pbe:.4f} hartree")
    print(f"{atom}: mean t^2 per electron = {mean_t2:.3f}")
    print(f"{atom}: electrons with t < 1 = {100 * small_t:.1f} %")
    print(f"{atom}: electrons where local sum > 0 = {100 * share:.1f} %")
    print(f"{atom}: coupled cluster up to d = {e_d:.4f} hartree")
    print(f"{atom}: coupled cluster up to f = {e_f:.4f} hartree")
    print(f"{atom}: extrapolated reference = {reference:.4f} hartree")

    if atom == "He":
        e_sto, n_sto, dn_sto = slater_helium()
        i_sto = gradient_integral(n_sto, dn_sto)
        t_min = np.min(reduced_gradient(n_sto, dn_sto)[r < 6])
        assert abs(e_sto - mf.e_tot) < 3e-4
        assert abs(i_sto / integral - 1) < 3e-3
        assert t_min > 0.5
        print(f"He: Slater-basis HF energy = {e_sto:.5f} hartree")
        print(f"He: Slater-basis gradient integral = {i_sto:.3f}")
        print(f"He: smallest t for r < 6 bohr = {t_min:.3f}")

print("success")
```

It runs past its time limit of 60 s. Output so far:

```
Ma-Brueckner coefficient C = 0.004235 hartree
beta = 0.066726 hartree
small-t slope of PBE at rs=1, as C = 0.004235 hartree
P86 coefficient at rs=1 = 0.004183 hartree
model He: zeta = 1.6875 bohr^-1
model He: gradient integral, closed form = 52.9640
model He: gradient integral, quadrature = 52.9640
model He: gradient term = 0.2243 hartree
model He: rs at nucleus = 0.4273 bohr
model He: bound on |LDA| = 0.1613 hartree
model He: LDA term = -0.1141 hartree
model He: sum = 0.1102 hartree
He: Hartree-Fock energy = -2.86168 hartree
He: LDA correlation = -0.1125 hartree
He: gradient integral, radial = 51.483
He: gradient integral, 3D grid = 51.483
He: gradient term = 0.2180 hartree
He: LDA + Ma-Brueckner = +0.1056 hartree = +2.87 eV
He: sum with P86 C(rs) = +0.0882 hartree
He: PBE correlation = -0.0420 hartree
He: mean t^2 per electron = 1.634
He: electrons with t < 1 = 25.6 %
He: electrons where local sum > 0 = 75.4 %
He: coupled cluster up to d = -0.0411 hartree
He: coupled cluster up to f = -0.0416 hartree
He: extrapolated reference = -0.0420 hartree
He: Slater-basis HF energy = -2.86170 hartree
He: Slater-basis gradient integral = 51.482
He: smallest t for r < 6 bohr = 0.818
Killed
```

Likely cause: The run was stopped by the time limit during the Ne part, after every He test had held; the physics was not at fault. The likeliest cost is the all-electron CCSD(T) for Ne with f functions, which serves only to compute the reference energy, so CCSD(T) is now confined to the basis up to d and the f functions enter through the much cheaper MP2. The He reference is still CCSD up to f, though both atoms now use smaller correlation bases and a slightly coarser three-dimensional check grid. No tolerance is changed; the Ne reference becomes a composite estimate, somewhat less direct than before, and the same composite recipe is now tested on He against the direct result.

Diff:

```diff
@@ -9,5 +9,5 @@
 from scipy.constants import physical_constants
 from scipy.linalg import eigh
-from pyscf import gto, scf, cc, dft
+from pyscf import gto, scf, cc, mp, dft
 from pyscf.dft import numint, libxc
 
@@ -23,4 +23,10 @@
 w[-1] *= 0.5
 shell = 4 * np.pi * r**2 * w
+
+# Correlation bases: (smallest exponent, ratio, count) for s, p, d, f
+TABLES = {
+    "He": [(0.15, 2.8, 8), (0.25, 2.6, 6), (0.7, 2.6, 4), (1.0, 2.8, 3)],
+    "Ne": [(0.15, 2.8, 9), (0.15, 2.8, 7), (0.55, 2.9, 5), (1.1, 3.2, 3)],
+}
 
 
@@ -73,11 +79,18 @@
 
 
-def coupled_cluster(symbol, lmax):
-    """All-electron CCSD (two electrons) or CCSD(T) correlation energy."""
-    table = [(0.15, 2.8, 10), (0.12, 2.6, 8), (0.5, 2.6, 6), (0.9, 2.8, 4)]
+def correlation_reference_state(symbol, lmax):
+    """Hartree-Fock state in the correlation basis up to lmax."""
     shells = []
     for l in range(lmax + 1):
-        shells += even_tempered(l, *table[l])
-    mol, mf = hartree_fock(symbol, shells)
+        shells += even_tempered(l, *TABLES[symbol][l])
+    return hartree_fock(symbol, shells)[1]
+
+
+def second_order(mf):
+    return float(mp.MP2(mf).kernel(with_t2=False)[0])
+
+
+def coupled_cluster(mf):
+    """All-electron CCSD (two electrons) or CCSD(T) correlation energy."""
     solver = cc.CCSD(mf)
     solver.incore_complete = True
@@ -85,8 +98,13 @@
     solver.kernel()
     assert solver.converged
-    energy = solver.e_corr
-    if mol.nelectron > 2:
-        energy += solver.ccsd_t()
+    energy = float(solver.e_corr)
+    if mf.mol.nelectron > 2:
+        energy += float(solver.ccsd_t())
     return energy
+
+
+def extrapolate(e_d, e_f):
+    """Limit of energies whose error falls as (L+1)^-3, from L = 2 and 3."""
+    return (4**3 * e_f - 3**3 * e_d) / (4**3 - 3**3)
 
 
@@ -181,5 +199,5 @@
     integral = gradient_integral(n, dn)
     grid = dft.gen_grid.Grids(mol)
-    grid.level = 5
+    grid.level = 4
     grid.build()
     rho3 = density(mol, dm, grid.coords)
@@ -202,6 +220,17 @@
     pbe = np.sum(shell * n * pbe_eps)
 
-    e_d, e_f = coupled_cluster(atom, 2), coupled_cluster(atom, 3)
-    reference = (4**3 * e_f - 3**3 * e_d) / (4**3 - 3**3)
+    # Reference: extrapolated MP2 plus a coupled-cluster correction up to d;
+    # for He the coupled-cluster energy itself is also extrapolated
+    state_d = correlation_reference_state(atom, 2)
+    state_f = correlation_reference_state(atom, 3)
+    mp2_d, mp2_f = second_order(state_d), second_order(state_f)
+    mp2_limit = extrapolate(mp2_d, mp2_f)
+    cc_d = coupled_cluster(state_d)
+    composite = mp2_limit + cc_d - mp2_d
+    reference = composite
+    if atom == "He":
+        cc_f = coupled_cluster(state_f)
+        reference = extrapolate(cc_d, cc_f)
+        assert abs(composite - reference) < 1e-3
     value, tolerance = expected[atom]
     assert abs(reference - value) < tolerance
@@ -222,9 +251,13 @@
     print(f"{atom}: electrons with t < 1 = {100 * small_t:.1f} %")
     print(f"{atom}: electrons where local sum > 0 = {100 * share:.1f} %")
-    print(f"{atom}: coupled cluster up to d = {e_d:.4f} hartree")
-    print(f"{atom}: coupled cluster up to f = {e_f:.4f} hartree")
-    print(f"{atom}: extrapolated reference = {reference:.4f} hartree")
+    print(f"{atom}: MP2 up to d = {mp2_d:.4f} hartree")
+    print(f"{atom}: MP2 up to f = {mp2_f:.4f} hartree")
+    print(f"{atom}: MP2 extrapolated = {mp2_limit:.4f} hartree")
+    print(f"{atom}: coupled cluster up to d = {cc_d:.4f} hartree")
+    print(f"{atom}: composite estimate = {composite:.4f} hartree")
 
     if atom == "He":
+        print(f"He: coupled cluster up to f = {cc_f:.4f} hartree")
+        print(f"He: coupled cluster extrapolated = {reference:.4f} hartree")
         e_sto, n_sto, dn_sto = slater_helium()
         i_sto = gradient_integral(n_sto, dn_sto)
```

After the repair:

```
Ma-Brueckner coefficient C = 0.004235 hartree
beta = 0.066726 hartree
small-t slope of PBE at rs=1, as C = 0.004235 hartree
P86 coefficient at rs=1 = 0.004183 hartree
model He: zeta = 1.6875 bohr^-1
model He: gradient integral, closed form = 52.9640
model He: gradient integral, quadrature = 52.9640
model He: gradient term = 0.2243 hartree
model He: rs at nucleus = 0.4273 bohr
model He: bound on |LDA| = 0.1613 hartree
model He: LDA term = -0.1141 hartree
model He: sum = 0.1102 hartree
He: Hartree-Fock energy = -2.86168 hartree
He: LDA correlation = -0.1125 hartree
He: gradient integral, radial = 51.483
He: gradient integral, 3D grid = 51.483
He: gradient term = 0.2180 hartree
He: LDA + Ma-Brueckner = +0.1056 hartree = +2.87 eV
He: sum with P86 C(rs) = +0.0882 hartree
He: PBE correlation = -0.0420 hartree
He: mean t^2 per electron = 1.634
He: electrons with t < 1 = 25.6 %
He: electrons where local sum > 0 = 75.4 %
He: MP2 up to d = -0.0356 hartree
He: MP2 up to f = -0.0365 hartree
He: MP2 extrapolated = -0.0371 hartree
He: coupled cluster up to d = -0.0410 hartree
He: composite estimate = -0.0425 hartree
He: coupled cluster up to f = -0.0416 hartree
He: coupled cluster extrapolated = -0.0419 hartree
He: Slater-basis HF energy = -2.86170 hartree
He: Slater-basis gradient integral = 51.482
He: smallest t for r < 6 bohr = 0.818
Ne: Hartree-Fock energy = -128.54683 hartree
Ne: LDA correlation = -0.7428 hartree
Ne: gradient integral, radial = 311.258
Ne: gradient integral, 3D grid = 311.258
Ne: gradient term = 1.3182 hartree
Ne: LDA + Ma-Brueckner = +0.5754 hartree = +15.66 eV
Ne: sum with P86 C(rs) = +0.5577 hartree
Ne: PBE correlation = -0.3513 hartree
Ne: mean t^2 per electron = 1.975
Ne: electrons with t < 1 = 46.3 %
Ne: electrons where local sum > 0 = 53.8 %
Ne: MP2 up to d = -0.3179 hartree
Ne: MP2 up to f = -0.3525 hartree
Ne: MP2 extrapolated = -0.3778 hartree
Ne: coupled cluster up to d = -0.3236 hartree
Ne: composite estimate = -0.3835 hartree
success
```
